# Slater-Koster table for s, p and d orbitals from rotation matrices: test program

```python
# Slater-Koster table for s, p, d orbitals (Hartree atomic units).
# A at 0, B at R = d*(l,m,n). E[a,b] = <A a|O|B b>, O symmetric about the bond.
# Claims: E[a,b] = sum_mu P_mu[a,b](l,m,n) V^{AB}[La,Lb,mu], mu = sigma, pi, delta;
#   E(-R) = (-1)^(La+Lb) E(R);  V^{BA}[Lb,La,mu] = (-1)^(La+Lb) V^{AB}[La,Lb,mu].
# V is the integral with the second centre at +d z. D: f_a(U r) = sum_b D[a,b] f_b(r).
# d orbitals are r^T Q r; amp = sigma amplitude, w = pi vector.
# Model: Gaussian shells, h = T - Z_A/r_A - Z_B/r_B, S = overlap.
import numpy as np, sympy as sp
from pyscf import gto
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
names = ['s', 'x', 'y', 'z', 'xy', 'yz', 'zx', 'x2-y2', 'z2']
L = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
M = np.array([0, 1, -1, 0, -2, -1, 1, 2, 0])   # +: cos partner, -: sin partner
SIGN = (-1.0) ** (L[:, None] + L[None, :])
ix = {k: i for i, k in enumerate(names)}

# ---- the written-out table
l, m, n = sp.symbols('l m n', real=True)
r3, dl, q = sp.sqrt(3), l**2 - m**2, n**2 - (l**2 + m**2) / 2
cyc = {('s', 's'): (1, 0, 0), ('s', 'x'): (l, 0, 0), ('s', 'xy'): (r3*l*m, 0, 0),
 ('x', 'x'): (l**2, 1-l**2, 0), ('x', 'y'): (l*m, -l*m, 0),
 ('x', 'xy'): (r3*l**2*m, m*(1-2*l**2), 0), ('x', 'yz'): (r3*l*m*n, -2*l*m*n, 0),
 ('x', 'zx'): (r3*l**2*n, n*(1-2*l**2), 0),
 ('xy', 'xy'): (3*l**2*m**2, l**2+m**2-4*l**2*m**2, n**2+l**2*m**2),
 ('xy', 'yz'): (3*l*m**2*n, l*n*(1-4*m**2), l*n*(m**2-1))}
table = {('s', 'x2-y2'): (r3/2*dl, 0, 0), ('s', 'z2'): (q, 0, 0),
 ('x', 'x2-y2'): (r3/2*l*dl, l*(1-dl), 0), ('y', 'x2-y2'): (r3/2*m*dl, -m*(1+dl), 0),
 ('z', 'x2-y2'): (r3/2*n*dl, -n*dl, 0), ('x', 'z2'): (l*q, -r3*l*n**2, 0),
 ('y', 'z2'): (m*q, -r3*m*n**2, 0), ('z', 'z2'): (n*q, r3*n*(l**2+m**2), 0),
 ('xy', 'x2-y2'): (3*l*m*dl/2, -2*l*m*dl, l*m*dl/2),
 ('yz', 'x2-y2'): (3*m*n*dl/2, -m*n*(1+2*dl), m*n*(1+dl/2)),
 ('zx', 'x2-y2'): (3*n*l*dl/2, n*l*(1-2*dl), -n*l*(1-dl/2)),
 ('xy', 'z2'): (r3*l*m*q, -2*r3*l*m*n**2, r3*l*m*(1+n**2)/2),
 ('yz', 'z2'): (r3*m*n*q, r3*m*n*(l**2+m**2-n**2), -r3*m*n*(l**2+m**2)/2),
 ('zx', 'z2'): (r3*l*n*q, r3*l*n*(l**2+m**2-n**2), -r3*l*n*(l**2+m**2)/2),
 ('x2-y2', 'x2-y2'): (3*dl**2/4, l**2+m**2-dl**2, n**2+dl**2/4),
 ('x2-y2', 'z2'): (r3*dl*q/2, -r3*n**2*dl, r3*(1+n**2)*dl/4),
 ('z2', 'z2'): (q**2, 3*n**2*(l**2+m**2), 3*(l**2+m**2)**2/4)}
nxt = {'s': 's', 'x': 'y', 'y': 'z', 'z': 'x', 'xy': 'yz', 'yz': 'zx', 'zx': 'xy'}
for (a, b), c in cyc.items():
    c = tuple(sp.sympify(t) for t in c)
    for _ in range(3):
        table[(a, b)] = c
        a, b = nxt[a], nxt[b]
        c = tuple(t.xreplace({l: m, m: n, n: l}) for t in c)
assert len(table) == 45
P = [sp.zeros(9, 9) for _ in range(3)]
for (a, b), c in table.items():
    for mu in range(3):
        P[mu][ix[a], ix[b]] = P[mu][ix[b], ix[a]] = c[mu]
Pf = [sp.lambdify((l, m, n), p, 'numpy') for p in P]
def Pnum(u): return np.array([np.array(f(*u), float) for f in Pf])
def sk(u, V):
    C = Pnum(u)
    return sum(C[mu] * V[L[:, None], L[None, :], mu] for mu in range(3))

# ---- symbolic: tensor formulas against the table, modulo l^2+m^2+n^2 = 1
def sym(i, j):
    t = sp.zeros(3, 3); t[i, j] = t[j, i] = 1 / sp.sqrt(2); return t
Q = [sym(0, 1), sym(1, 2), sym(2, 0), sp.diag(1, -1, 0)/sp.sqrt(2), sp.diag(-1, -1, 2)/sp.sqrt(6)]
nv = sp.Matrix([l, m, n]); perp = sp.eye(3) - nv * nv.T
amp = [sp.Integer(1), l, m, n] + [sp.sqrt(sp.Rational(3, 2)) * (nv.T*t*nv)[0] for t in Q]
w = [sp.zeros(3, 1)] + [perp[:, i] for i in range(3)] + [sp.sqrt(2)*perp*t*nv for t in Q]
def on_sphere(e):
    e = sp.expand(e)
    return sp.expand(sum(e.coeff(n, k)*n**(k % 2)*(1-l**2-m**2)**(k//2) for k in range(7)))
for i in range(9):
    for j in range(i, 9):
        sg, pi_ = amp[i]*amp[j], w[i].dot(w[j])
        de = (int(i == j) - sg - pi_) if L[i] == 2 else 0
        for mu, e in enumerate((sg, pi_, de)):
            assert on_sphere(e - P[mu][i, j]) == 0

# ---- rotation matrices from the definition, by quadrature on the sphere
def harm(p):
    x, y, z = p; c1, c2 = np.sqrt(3/(4*np.pi)), np.sqrt(15/(4*np.pi))
    return np.array([0*x + 1/np.sqrt(4*np.pi), c1*x, c1*y, c1*z, c2*x*y, c2*y*z, c2*z*x,
                     c2/2*(x*x-y*y), np.sqrt(5/(16*np.pi))*(2*z*z-x*x-y*y)])
ct, wt = np.polynomial.legendre.leggauss(6); ph = 2*np.pi*np.arange(12)/12
st = np.sqrt(1-ct**2)
pts = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, 12)])
wq = np.repeat(wt, 12) * 2*np.pi/12
def Dmat(U): return (harm(U @ pts) * wq) @ harm(pts).T
def Rz(t): return np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])
def Ry(t): return np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])
Qn = [np.array(t, float) for t in Q]
rng = np.random.default_rng(1); TOL = 1e-10
def close(a, b): return np.max(np.abs(np.asarray(a) - np.asarray(b))) < TOL
for _ in range(20):
    th, fi, ga = rng.uniform(0, np.pi), rng.uniform(0, 2*np.pi), rng.uniform(0, 2*np.pi)
    U = Rz(fi) @ Ry(th) @ Rz(ga); D = Dmat(U)
    assert close(D @ D.T, np.eye(9)) and close(D[1:4, 1:4], U)
    assert close(D[4:, 4:], [[np.trace(a @ U @ b @ U.T) for b in Qn] for a in Qn])
    assert np.max(abs(D - Dmat(Rz(fi) @ Ry(th) @ Rz(ga + 1)))) > 0.1   # D depends on gamma
    for mu in range(3):                                               # P does not
        assert close(D @ (1.0*((M[:, None] == M[None, :]) & (abs(M)[:, None] == mu))) @ D.T,
                     Pnum(U[:, 2])[mu])
assert close(Dmat(-np.eye(3)), np.diag((-1.0)**L))

# ---- direct integrals
perm = np.array([0, 1, 2, 3, 4, 5, 7, 8, 6])
def build(s1, s2, R):
    bas = lambda s: [[k, [e, 1.0]] for k, e in enumerate(s[0])]
    return gto.M(atom=[['H1', (0, 0, 0)], ['H2', tuple(R)]], unit='Bohr', verbose=0,
                 basis={'H1': bas(s1), 'H2': bas(s2)})
def direct(s1, s2, R, extra=()):
    mol = build(s1, s2, R); h = mol.intor('int1e_kin')
    for Z, c in [(s1[1], (0, 0, 0)), (s2[1], tuple(R))] + list(extra):
        with mol.with_rinv_origin(c):
            h = h - Z * mol.intor('int1e_rinv')
    cut = np.ix_(perm, 9 + perm)
    return mol.intor('int1e_ovlp')[cut], h[cut]
rep = {(0, 0): 0, (1, 0): 3, (1, 1): 1, (2, 0): 8, (2, 1): 6, (2, 2): 7}
def bond(Ez):
    V = np.zeros((3, 3, 3))
    for a in range(3):
        for b in range(3):
            for mu in range(min(a, b) + 1):
                V[a, b, mu] = Ez[rep[a, mu], rep[b, mu]]
    return V
def distinct(Ez):
    v = np.sort(abs(Ez[abs(Ez) > TOL])); return 1 + int(np.sum(np.diff(v) > 1e-9))
A, B = ((0.4, 0.5, 0.6), 1.0), ((0.2, 0.3, 0.4), 2.0)
R = np.array([1.0, 1.5, 3.0]); d = np.linalg.norm(R); u = R/d; Rzz = np.array([0, 0, d])
mol = build(A, B, Rzz)
assert close(np.diag(mol.intor('int1e_ovlp')), 1)
tp = rng.normal(size=(5, 3)); ex = np.array(A[0])[L]          # orbital signs and shapes
ratio = mol.eval_gto('GTOval_sph', tp)[:, perm].T / (harm(tp.T)*np.exp(-np.outer(ex, (tp**2).sum(1))))
assert np.all(ratio > 0) and np.allclose(ratio, ratio[:, :1], rtol=1e-9)
SzAB, hzAB = direct(A, B, Rzz); SzBA, hzBA = direct(B, A, Rzz); SzAA, hzAA = direct(A, A, Rzz)
for Ez in (SzAB, hzAB, hzAA):
    assert close(Ez[M[:, None] != M[None, :]], 0)
    assert close([Ez[1, 1], Ez[1, 6], Ez[6, 1], Ez[6, 6], Ez[7, 7]],
                 [Ez[2, 2], Ez[2, 5], Ez[5, 2], Ez[5, 5], Ez[4, 4]])
assert distinct(hzAB) == 14 and distinct(hzAA) == 10
with mol.with_common_origin((0, 0, 0)):                        # axial but mirror-odd operator
    Lz = mol.intor('int1e_cg_irxp')[2]
assert close(abs(Lz[1, 11]), SzAB[1, 1]) and close(Lz[1, 11], -Lz[2, 10]) and SzAB[1, 1] > 1e-2
a_, b_ = A[0][0], B[0][1]; p_ = a_ + b_
Ssp = (2*a_/np.pi)**.75*(2*b_/np.pi)**.75*2*np.sqrt(b_)*(np.pi/p_)**1.5*np.exp(-a_*b_/p_*d*d)*(-a_*d/p_)
VS, VS2, V, V2, VA = map(bond, (SzAB, SzBA, hzAB, hzBA, hzAA))
assert close(Ssp, VS[0, 1, 0]) and Ssp < 0
sg3 = ((-1.0)**np.add.outer(range(3), range(3)))[:, :, None]
assert close(V2.transpose(1, 0, 2), sg3*V) and close(VS2.transpose(1, 0, 2), sg3*VS)
assert close(VA.transpose(1, 0, 2), sg3*VA) and abs(V[1, 0, 0] + V[0, 1, 0]) > 1e-3
g = np.array([1, 2, 2])
for v in [u] + [x/np.linalg.norm(x) for x in rng.normal(size=(6, 3))]:
    S, h = direct(A, B, d*v)
    assert close(S, sk(v, VS)) and close(h, sk(v, V))
    assert close(direct(A, B, -d*v)[1], SIGN*h) and close(direct(B, A, -d*v)[1].T, h)
    assert close(np.sort(np.linalg.eigvals(h[4:, 4:]).real), np.sort(np.repeat(V[2, 2], g)))
    for a in range(3):
        for b in range(3):
            assert close((h[np.ix_(L == a, L == b)]**2).sum(), g @ V[a, b]**2)
def residual(E):
    cols = [(Pnum(u)[mu]*np.outer(L == a, L == b)).ravel() for a in range(3)
            for b in range(3) for mu in range(min(a, b) + 1)]
    X = np.array(cols).T
    return np.linalg.norm(E.ravel() - X @ np.linalg.lstsq(X, E.ravel(), rcond=None)[0])
h = direct(A, B, R)[1]; hm = direct(A, B, -R)[1]; third = (1.0, (2.0, 0.0, 1.0))
res3 = residual(direct(A, B, R, [third])[1])
assert residual(h) < TOL and res3 > 1e-2

# ---- fcc nearest-neighbour Bloch sums from the 10 integrals with L <= L'
nb = [np.roll([a, b, 0.0], k)/np.sqrt(2) for a in (1, -1) for b in (1, -1) for k in range(3)]
def complete(sign):
    W = VA.copy()
    for a in range(3):
        for b in range(a):
            W[a, b] = sign**(a + b) * VA[b, a]
    return W
kv = np.array([0.3, 0.5, 0.7]); hd = [direct(A, A, d*v)[1] for v in nb]
def bloch(W, k): return sum(np.exp(1j*d*(k @ v))*sk(v, W) for v in nb)
Hk, Hbad = bloch(complete(-1), kv), bloch(complete(1), kv)
assert close(Hk, sum(np.exp(1j*d*(kv @ v))*x for v, x in zip(nb, hd))) and close(Hk, Hk.conj().T)
bad = np.max(abs(Hbad - Hbad.conj().T)); assert bad > 1e-2
H0 = sum(hd); t2g, eg = VA[2, 2] @ [3, 4, 5], VA[2, 2] @ [1.5, 6, 4.5]
assert close(H0[4:, 4:], np.diag([t2g]*3 + [eg]*2)) and close(H0[SIGN < 0], 0)

# ---- output
f = lambda x: ' '.join('%.5f' % t for t in np.ravel(x))
print('exponents s p d (bohr^-2): A', A[0], 'B', B[0], '; charges', A[1], B[1])
print('R (bohr)', f(R), '; d (bohr) %.5f' % d, '; l m n', f(u))
sub = dict(zip((l, m, n), u))
print('sigma amplitudes xy yz zx x2-y2 z2:', f([float(t.subs(sub)) for t in amp[4:]]))
print('pi vector w_x:', f(np.array(w[1].subs(sub), float)), '; w_xy:', f(np.array(w[4].subs(sub), float)))
print('pi vector w_yz:', f(np.array(w[5].subs(sub), float)))
print("bond integrals: S^AB | h^AB (Ha) | h^BA with L,L' swapped (Ha) | h^AA (Ha)")
for a in range(3):
    for b in range(3):
        for mu in range(min(a, b) + 1):
            print('  %s%s-%-5s %9.5f %9.5f %9.5f %9.5f' % ('spd'[a], 'spd'[b],
                  ['sigma', 'pi', 'delta'][mu], VS[a, b, mu], V[a, b, mu], V2[b, a, mu], VA[a, b, mu]))
print('distinct integrals: A-B', distinct(hzAB), ', A-A', distinct(hzAA))
print('analytic S^AB sp-sigma %.5f' % Ssp)
for a, b in [('s', 'x'), ('x', 's'), ('x', 'y'), ('x', 'xy'), ('xy', 'x'), ('xy', 'yz'), ('z2', 'z2')]:
    i, j = ix[a], ix[b]; C = Pnum(u)[:, i, j]
    print('h[%s,%s]: coefficients' % (a, b), f(C), '; terms (Ha)', f(C*V[L[i], L[j]]))
    print('   table %.6f, direct %.6f, at -R %.6f Ha; %.4f eV' % (sk(u, V)[i, j], h[i, j], hm[i, j], h[i, j]*EV))
print('max |table - direct| over 81 entries (Ha): %.1e' % np.max(abs(h - sk(u, V))))
print('sum of squares p-d block (Ha^2): %.6f ; d-d block: %.6f' % ((h[1:4, 4:]**2).sum(), (h[4:, 4:]**2).sum()))
print('|<x|r x grad|y>| along z, bond frame: %.5f' % abs(Lz[1, 11]))
print('third charge', third[0], 'at (bohr)', third[1], ': best-fit residual %.5f Ha' % res3)
print('fcc, neighbour distance %.2f bohr, k (1/bohr)' % d, f(kv))
print('H[s,x](k) = %.5f i Ha ; H[x,s](k) = %.5f i Ha' % (Hk[0, 1].imag, Hk[1, 0].imag))
print('max |H - H^dagger| with the wrong sign: %.5f Ha' % bad)
print('Gamma hopping sums: t2g %.5f Ha = %.4f eV ; eg %.5f Ha = %.4f eV' % (t2g, t2g*EV, eg, eg*EV))
print('1 Ha = %.5f eV' % EV)
print('every check passed')
```

Printed output:

```
exponents s p d (bohr^-2): A (0.4, 0.5, 0.6) B (0.2, 0.3, 0.4) ; charges 1.0 2.0
R (bohr) 1.00000 1.50000 3.00000 ; d (bohr) 3.50000 ; l m n 0.28571 0.42857 0.85714
sigma amplitudes xy yz zx x2-y2 z2: 0.21209 0.63626 0.42418 -0.08837 0.60204
pi vector w_x: 0.91837 -0.12245 -0.24490 ; w_xy: 0.35860 0.18076 -0.20991
pi vector w_yz: -0.20991 0.54227 -0.20117
bond integrals: S^AB | h^AB (Ha) | h^BA with L,L' swapped (Ha) | h^AA (Ha)
  ss-sigma   0.17877  -0.28036  -0.28036  -0.12876
  sp-sigma  -0.26417   0.37149  -0.37149   0.17194
  sd-sigma   0.24413  -0.28790  -0.28790  -0.12181
  ps-sigma   0.21106  -0.28646   0.28646  -0.17194
  pp-sigma  -0.33342   0.33011   0.33011   0.18380
  pp-pi      0.09278  -0.11603  -0.11603  -0.05809
  pd-sigma   0.31654  -0.16678   0.16678  -0.05759
  pd-pi     -0.15917   0.15940  -0.15940   0.07630
  ds-sigma   0.13613  -0.18085  -0.18085  -0.12181
  dp-sigma  -0.22539   0.14209  -0.14209   0.05759
  dp-pi      0.13461  -0.12927   0.12927  -0.07630
  dd-sigma   0.23059   0.03069   0.03069   0.11203
  dd-pi     -0.24020   0.12949   0.12949   0.06213
  dd-delta   0.04922  -0.04822  -0.04822  -0.02533
distinct integrals: A-B 14 , A-A 10
analytic S^AB sp-sigma -0.26417
h[s,x]: coefficients 0.28571 0.00000 0.00000 ; terms (Ha) 0.10614 0.00000 0.00000
   table 0.106139, direct 0.106139, at -R -0.106139 Ha; 2.8882 eV
h[x,s]: coefficients 0.28571 0.00000 0.00000 ; terms (Ha) -0.08184 0.00000 0.00000
   table -0.081845, direct -0.081845, at -R 0.081845 Ha; -2.2271 eV
h[x,y]: coefficients 0.12245 -0.12245 0.00000 ; terms (Ha) 0.04042 0.01421 0.00000
   table 0.054630, direct 0.054630, at -R 0.054630 Ha; 1.4866 eV
h[x,xy]: coefficients 0.06060 0.35860 0.00000 ; terms (Ha) -0.01011 0.05716 0.00000
   table 0.047056, direct 0.047056, at -R -0.047056 Ha; 1.2805 eV
h[xy,x]: coefficients 0.06060 0.35860 0.00000 ; terms (Ha) 0.00861 -0.04636 0.00000
   table -0.037746, direct -0.037746, at -R 0.037746 Ha; -1.0271 eV
h[xy,yz]: coefficients 0.13494 0.06497 -0.19992 ; terms (Ha) 0.00414 0.00841 0.00964
   table 0.022194, direct 0.022194, at -R 0.022194 Ha; 0.6039 eV
h[z2,z2]: coefficients 0.36245 0.58476 0.05279 ; terms (Ha) 0.01112 0.07572 -0.00255
   table 0.084299, direct 0.084299, at -R 0.084299 Ha; 2.2939 eV
max |table - direct| over 81 entries (Ha): 9.0e-16
sum of squares p-d block (Ha^2): 0.078636 ; d-d block: 0.039128
|<x|r x grad|y>| along z, bond frame: 0.09278
third charge 1.0 at (bohr) (2.0, 0.0, 1.0) : best-fit residual 0.19194 Ha
fcc, neighbour distance 3.50 bohr, k (1/bohr) 0.30000 0.50000 0.70000
H[s,x](k) = 0.05468 i Ha ; H[x,s](k) = -0.05468 i Ha
max |H - H^dagger| with the wrong sign: 1.02145 Ha
Gamma hopping sums: t2g 0.45795 Ha = 12.4614 eV ; eg 0.42682 Ha = 11.6145 eV
1 Ha = 27.21139 eV
every check passed
```
